# Three-Photon Decay of Orthopositronium: Spectrum, Rate and Lifetime: a numerical check

```python
"""
Orthopositronium -> three photons at leading order.
Result under test: rate = 2 (pi^2 - 9) m alpha^6 / (9 pi), and the spectrum
F(x) of one labelled photon, x = photon energy / m, integral of F = pi^2 - 9.
Natural units with m = 1; amplitudes are computed with the charge e set to 1.
The amplitude is taken at threshold; binding enters through |psi(0)|^2.
The one-loop coefficient -10.2866 (times alpha/pi) is an input, not tested.
"""
from itertools import permutations, product
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import xlogy

PI = np.pi
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
identity4 = np.eye(4, dtype=complex)
gamma0 = np.diag([1, 1, -1, -1]).astype(complex)
gamma = np.array([np.kron(np.array([[0, 1], [-1, 0]]), s) for s in sigma])


def slash(time_part, vector):
    return time_part * gamma0 - np.tensordot(vector, gamma, axes=1)


def propagator(energy, momentum):
    return ((slash(energy, momentum) + identity4)
            / (energy**2 - momentum @ momentum - 1.0))


def photon_kinematics(x1, x2):
    """Energies and coplanar momenta of three photons of total energy 2."""
    x3 = 2.0 - x1 - x2
    cos12 = (x3**2 - x1**2 - x2**2) / (2 * x1 * x2)
    sin12 = np.sqrt(max(0.0, 1.0 - cos12**2))
    k1 = np.array([x1, 0.0, 0.0])
    k2 = x2 * np.array([cos12, sin12, 0.0])
    return np.array([x1, x2, x3]), np.array([k1, k2, -k1 - k2])


def outgoing_polarization(direction, helicity):
    normal = np.array([0.0, 0.0, 1.0])
    in_plane = np.cross(normal, direction)
    return np.conj((in_plane + 1j * helicity * normal) / np.sqrt(2))


def dirac_amplitudes(x1, x2):
    """Triplet vector and singlet scalar for each helicity combination,
    from all six orderings with complete electron propagators."""
    energies, momenta = photon_kinematics(x1, x2)
    pol = [{h: outgoing_polarization(momenta[i] / energies[i], h)
            for h in (1, -1)} for i in range(3)]
    pol_slash = [{h: slash(0.0, pol[i][h]) for h in (1, -1)} for i in range(3)]
    after_first = [propagator(1 - energies[i], -momenta[i]) for i in range(3)]
    before_last = [propagator(energies[i] - 1, momenta[i]) for i in range(3)]
    u = np.sqrt(2) * identity4[:, :2]
    v_bar = np.sqrt(2) * identity4[2:, :] @ gamma0
    triplet, singlet = {}, {}
    for hel in product((1, -1), repeat=3):
        total = np.zeros((4, 4), dtype=complex)
        for a, b, c in permutations(range(3)):
            total += (pol_slash[c][hel[c]] @ before_last[c]
                      @ pol_slash[b][hel[b]] @ after_first[a]
                      @ pol_slash[a][hel[a]])
        spin_matrix = v_bar @ total @ u
        triplet[hel] = np.array([np.trace(s @ spin_matrix) / 2 for s in sigma])
        singlet[hel] = np.trace(spin_matrix) / 2
    return triplet, singlet, pol


def summed_square(x1, x2):
    """|M|^2 summed over photon helicities and all triplet states."""
    triplet, _, _ = dirac_amplitudes(x1, x2)
    return 2 * sum(np.vdot(v, v).real for v in triplet.values())


def spectrum(x):
    y = 1.0 - x
    ylogy = xlogy(y, y)
    return 2 * (x * y / (2 - x)**2 - 2 * y * ylogy / (2 - x)**3
                + (2 - x) / x + 2 * ylogy / x**2)


# Helicity amplitudes, absence of singlet decay, and angular dependence
for x1, x2 in ((0.55, 0.80), (0.90, 0.35), (0.70, 0.62)):
    triplet, singlet, pol = dirac_amplitudes(x1, x2)
    x3 = 2 - x1 - x2
    assert max(abs(s) for s in singlet.values()) < 1e-11
    assert np.linalg.norm(triplet[(1, 1, 1)]) < 1e-11
    assert np.linalg.norm(triplet[(-1, -1, -1)]) < 1e-11
    expected = 4 * pol[0][-1] * (pol[1][1] @ pol[2][1])
    assert np.allclose(triplet[(-1, 1, 1)], expected, atol=1e-11)
    _, k = photon_kinematics(x1, x2)
    cos23 = k[1] @ k[2] / (x2 * x3)
    assert abs(np.vdot(expected, expected).real - 4 * (1 - cos23)**2) < 1e-10
    shape = (((1 - x1) / (x2 * x3))**2 + ((1 - x2) / (x1 * x3))**2
             + ((1 - x3) / (x1 * x2))**2)
    assert abs(summed_square(x1, x2) / (64 * shape) - 1) < 1e-10

# Spectrum from the Dirac matrices, integrated over the second photon energy
nodes, weights = np.polynomial.legendre.leggauss(32)
nodes, weights = (nodes + 1) / 2, weights / 2
for x in (0.2, 0.6, 0.9):
    numeric = sum(w * x * summed_square(x, 1 - x + x * t)
                  for t, w in zip(nodes, weights)) / 64
    assert abs(numeric / spectrum(x) - 1) < 1e-6

# Bound-state density at contact, in units (m alpha)^3: -u'' - u/r = E u
step = 0.02
radius = step * np.arange(1, 2001)
level, wave = eigh_tridiagonal(2 / step**2 - 1 / radius,
                               -np.ones(1999) / step**2,
                               select='i', select_range=(0, 0))
wave = wave[:, 0] / np.sqrt(step)
slope = (4 * wave[0] - wave[1]) / (2 * step)
contact_numeric = slope**2 / (4 * PI)
assert abs(level[0] + 0.25) < 1e-3
assert abs(contact_numeric * 8 * PI - 1) < 2e-3

# Phase-space density: integrate the definition over total energies 0 to 2.
# A constant density D would give D times the integral of E^2/8, that is D/3.
rng = np.random.default_rng(7)
w1, w2 = rng.random(2000000), rng.random(2000000)
cosine = 2 * rng.random(2000000) - 1
w3 = np.sqrt(w1**2 + w2**2 + 2 * w1 * w2 * cosine)
integrand = np.where(w1 + w2 + w3 < 2, PI**2 * w1 * w2 / w3, 0.0)
density_numeric = 3 * 2 * integrand.mean() / (2 * PI)**5
density = 1 / (32 * PI**3)
assert abs(density_numeric / density - 1) < 0.01  # sampling error about 0.1 %

# Total rate in units m alpha^6 from Dirac matrices over the whole triangle
n2, g2 = np.polynomial.legendre.leggauss(24)
n2, g2 = (n2 + 1) / 2, g2 / 2
triangle = sum(gx * gt * x * summed_square(x, 1 - x + x * t)
               for x, gx in zip(n2, g2) for t, gt in zip(n2, g2))
rate_numeric = (contact_numeric * (1 / 4) * (1 / 6) * density
                * (4 * PI)**3 * triangle / 3)
rate_formula = 2 * (PI**2 - 9) / (9 * PI)
assert abs(rate_numeric / rate_formula - 1) < 3e-3  # radial grid and corners

# Integral, mean energy, limits and monotonic rise of the spectrum
area = quad(spectrum, 0, 1, epsabs=1e-10)[0]
mean_x = quad(lambda x: x * spectrum(x), 0, 1, epsabs=1e-10)[0] / area
upper = quad(spectrum, 0.5, 1, epsabs=1e-10)[0] / area
assert abs(area - (PI**2 - 9)) < 1e-8
assert abs(mean_x - 2 / 3) < 1e-8
assert abs(spectrum(1e-3) / 1e-3 - 5 / 3) < 5e-3
assert abs(spectrum(1.0) - 2) < 1e-12
assert np.all(np.diff(spectrum(np.linspace(0.01, 1, 500))) > 0)

# Rates and lifetimes in laboratory units
alpha = const.fine_structure
mass_rate = const.m_e * const.c**2 / const.hbar
mass_kev = const.m_e * const.c**2 / const.e / 1e3
loop_coefficient = -10.2866
relative_shift = loop_coefficient * alpha / PI
rate0 = rate_formula * alpha**6 * mass_rate
rate1 = rate0 * (1 + relative_shift)
tau0, tau1 = 1e9 / rate0, 1e9 / rate1
tau_expanded = tau0 * (1 - relative_shift)
assert round(tau0) == 139 and round(tau1) == 142
assert round(tau_expanded) == 142
margin = min(142.5 / tau1 - 1, 1 - 141.5 / tau1)

print(f"alpha = {alpha:.10f}")
print(f"1/alpha = {1/alpha:.6f}")
print(f"electron rest energy = {mass_kev:.3f} keV")
print(f"m c^2/hbar = {mass_rate:.6e} 1/s")
print(f"pi^2 - 9 = {PI**2 - 9:.7f}")
print(f"integral of F by quadrature = {area:.7f}")
print(f"|psi(0)|^2 formula = {1/(8*PI):.6f} (m alpha)^3")
print(f"|psi(0)|^2 radial equation = {contact_numeric:.6f} (m alpha)^3")
print(f"phase-space density formula = {density:.6e}")
print(f"phase-space density Monte Carlo = {density_numeric:.6e}")
print(f"rate coefficient formula = {rate_formula:.6f} m alpha^6")
print(f"rate coefficient Dirac matrices = {rate_numeric:.6f} m alpha^6")
for x in (0.1, 0.25, 0.5, 0.75, 0.9, 1.0):
    print(f"x = {x:.2f}: energy = {x*mass_kev:.1f} keV, F = {spectrum(x):.5f}, "
          f"photons per decay per unit x = {3*spectrum(x)/area:.4f}")
print(f"mean photon energy = {mean_x*mass_kev:.2f} keV")
print(f"fraction of photons with x > 0.5 = {upper:.4f}")
print(f"leading-order rate = {rate0/1e6:.5f} 1/microsecond")
print(f"leading-order lifetime = {tau0:.3f} ns")
print(f"input one-loop coefficient = {loop_coefficient:.4f}")
print(f"alpha/pi = {alpha/PI:.7e}")
print(f"relative one-loop shift of rate = {relative_shift:.6f}")
print(f"corrected rate = {rate1/1e6:.5f} 1/microsecond")
print(f"corrected lifetime = {tau1:.3f} ns")
print(f"lifetime with reciprocal expanded = {tau_expanded:.3f} ns")
print(f"increase of lifetime = {tau1-tau0:.3f} ns")
print(f"alpha^2 ln(1/alpha) = {alpha**2*np.log(1/alpha):.3e}")
print(f"relative lifetime change that spoils 142 ns = {margin:.3e}")
print(f"same, in units of (alpha/pi)^2 = {margin/(alpha/PI)**2:.0f}")
print("tests ok")
```

Running it gives:

```
alpha = 0.0072973526
1/alpha = 137.035999
electron rest energy = 510.999 keV
m c^2/hbar = 7.763441e+20 1/s
pi^2 - 9 = 0.8696044
integral of F by quadrature = 0.8696044
|psi(0)|^2 formula = 0.039789 (m alpha)^3
|psi(0)|^2 radial equation = 0.039779 (m alpha)^3
phase-space density formula = 1.007860e-03
phase-space density Monte Carlo = 1.007271e-03
rate coefficient formula = 0.061512 m alpha^6
rate coefficient Dirac matrices = 0.061496 m alpha^6
x = 0.10: energy = 51.1 keV, F = 0.16985, photons per decay per unit x = 0.5859
x = 0.25: energy = 127.7 keV, F = 0.43449, photons per decay per unit x = 1.4989
x = 0.50: energy = 255.5 keV, F = 0.88242, photons per decay per unit x = 3.0442
x = 0.75: energy = 383.2 keV, F = 1.28626, photons per decay per unit x = 4.4374
x = 0.90: energy = 459.9 keV, F = 1.52532, photons per decay per unit x = 5.2621
x = 1.00: energy = 511.0 keV, F = 2.00000, photons per decay per unit x = 6.8997
mean photon energy = 340.67 keV
fraction of photons with x > 0.5 = 0.7488
leading-order rate = 7.21117 1/microsecond
leading-order lifetime = 138.674 ns
input one-loop coefficient = -10.2866
alpha/pi = 2.3228195e-03
relative one-loop shift of rate = -0.023894
corrected rate = 7.03886 1/microsecond
corrected lifetime = 142.068 ns
lifetime with reciprocal expanded = 141.987 ns
increase of lifetime = 3.395 ns
alpha^2 ln(1/alpha) = 2.620e-04
relative lifetime change that spoils 142 ns = 3.038e-03
same, in units of (alpha/pi)^2 = 563
tests ok
```
